# Lloyd's formula, Friedel sum and Levinson counting for one chain impurity: a numerical check

```python
# Result under test: a site impurity V on an infinite chain changes the number
# of states below E (per spin) by
#     dN(E) = -(1/pi) Im ln(1 - V G(E + i0)),
# G being the site Green function of the clean chain, E = -2 t cos k.
# In the band dN = delta/pi (Friedel), delta = even-wave phase shift; over all
# energies bound state, two band-edge half states and continuum sum to zero.
# Energies are in eV; lengths are counted in sites; counts are per spin
# unless stated otherwise.
import numpy as np
from scipy.integrate import quad
from scipy.linalg import eigh, eigvalsh

t = 1.0
V_strong = 1.5
V_weak = 0.2
E_F = -1.0
k_F = np.arccos(-E_F / (2 * t))
s_F = np.sqrt(4 * t**2 - E_F**2)


def root(z):
    """Branch of sqrt(z^2 - 4t^2) that behaves as z at large |z|."""
    z = complex(z)
    return np.sqrt(z - 2 * t) * np.sqrt(z + 2 * t)


def green(z):
    return 1 / root(z)


def decay(z):
    """Factor per site in the off-site Green function."""
    return (-z + root(z)) / (2 * t)


def lloyd(E, V, eta=1e-12):
    return -np.log(1 - V * green(E + 1j * eta)).imag / np.pi


def phase(k, V):
    return np.arctan(-V / (2 * t * np.sin(k)))


def ring(L, V):
    H = np.zeros((L, L))
    n = np.arange(L)
    H[n, (n + 1) % L] = -t
    H[(n + 1) % L, n] = -t
    H[0, 0] = V
    return H


# --- Green function against the Brillouin-zone sum, on and off site
k_grid = 2 * np.pi * np.arange(4000) / 4000
for z in (E_F + 0.05j, 2.3 + 0.05j, -2.4 + 0.02j):
    for m in (0, 1, 4):
        zone_sum = np.mean(np.exp(1j * k_grid * m)
                           / (z + 2 * t * np.cos(k_grid)))
        assert abs(zone_sum - green(z) * decay(z)**m) < 1e-9

# --- determinant and trace identities on a small ring
L_small = 12
one = np.eye(L_small)
H_clean, H_imp = ring(L_small, 0.0), ring(L_small, V_strong)


def ring_factor(z):
    return 1 - V_strong * np.linalg.inv(z * one - H_clean)[0, 0]


z = 0.3 + 0.4j
det_ratio = (np.linalg.det(z * one - H_imp)
             / np.linalg.det(z * one - H_clean))
assert abs(det_ratio - ring_factor(z)) < 1e-11
trace_change = np.trace(np.linalg.inv(z * one - H_imp)
                        - np.linalg.inv(z * one - H_clean))
h = 1e-5
log_slope = ((ring_factor(z + h) - ring_factor(z - h))
             / (2 * h * ring_factor(z)))
assert abs(trace_change - log_slope) < 1e-7

# --- the argument of the logarithm stays on one side of the real axis
for V in (-V_strong, V_strong):
    for x in np.linspace(-4, 4, 41):
        for y in (1e-3, 0.1, 1.0, 5.0):
            assert V * (1 - V * green(x + 1j * y)).imag > 0

# --- diagonalized rings: smoothed counts, phase shifts, Levinson counting
L = 1000
eta = 0.05
clean = eigvalsh(ring(L, 0.0))


def smooth_count(levels, E):
    return np.sum(0.5 + np.arctan((E - levels) / eta) / np.pi)


worst_count = worst_phase = 0.0
edge_report = {}
for V in (-V_strong, V_strong, -V_weak, V_weak):
    levels = eigvalsh(ring(L, V))
    for E in (-3.0, -2.2, -2.0, E_F, 0.0, 0.7, 2.0, 2.2, 3.0):
        counted = smooth_count(levels, E) - smooth_count(clean, E)
        worst_count = max(worst_count, abs(counted - lloyd(E, V, eta)))
        if V == -V_strong and E == E_F:
            counted_F = counted
    in_band = int(np.sum(np.abs(levels) < 2 * t + 1e-9))
    assert np.sum(np.abs(clean) < 2 * t + 1e-9) == L
    assert in_band == L - 1
    # even levels alternate with the unshifted odd ones
    if V < 0:
        even, j = levels[1::2], np.arange(1, L // 2 + 1)
        outside = levels[0]
    else:
        even, j = levels[0:-1:2], np.arange(0, L // 2)
        outside = levels[-1]
    k_even = np.arccos(-even / (2 * t))
    delta_ring = j * np.pi - k_even * L / 2
    worst_phase = max(worst_phase,
                      np.max(np.abs(delta_ring - phase(k_even, V))))
    assert abs(outside - np.sign(V) * np.hypot(2 * t, V)) < 1e-8
    # offsets of the end levels from the band edges, in level spacings:
    # one half in the long-ring limit, with a correction in 4t/(V L);
    # the tolerance covers the neglected cubic term for the weak impurity
    low = k_even[0] * L / (2 * np.pi)
    high = (np.pi - k_even[-1]) * L / (2 * np.pi)
    correction = 4 * t / (V * L)
    assert abs(low - 0.5 / (1 + correction)) < 2e-5
    assert abs(high - 0.5 / (1 - correction)) < 2e-5
    edge_report[V] = (in_band, outside, low, high)
assert worst_count < 1e-8
assert worst_phase < 1e-6

# --- scattering equations solved directly: det S gives the same count
for V in (-V_strong, V_strong):
    for k in (0.2, k_F, 2.5):
        E = -2 * t * np.cos(k)
        wave = np.exp(1j * k)
        # unknowns: reflected and transmitted amplitudes
        A = np.array([[-1, 1], [t * wave, E - V + t * wave]])
        refl, trans = np.linalg.solve(A, np.array([1, -t / wave]))
        assert abs(abs(refl)**2 + abs(trans)**2 - 1) < 1e-12
        friedel = np.angle(trans**2 - refl**2) / (2 * np.pi)
        assert abs(friedel - lloyd(E, V)) < 1e-9

# --- bound state below the band: weight and decay from an eigenvector
V = -V_strong
E_b = -np.hypot(2 * t, V)
bound_weight = abs(V) / abs(E_b)
bound_decay = (abs(E_b) - abs(V)) / (2 * t)
vec = eigh(ring(60, V))[1][:, 0]
assert abs(vec[0]**2 - bound_weight) < 1e-9
assert abs(vec[3] / vec[2] - bound_decay) < 1e-9


# --- Levinson balance: the regular continuum change, from the trace formula
def continuum_density(k, V):
    z = -2 * t * np.cos(k) + 1e-13j
    G = green(z)
    slope = -z * G**3
    trace = -V * slope / (1 - V * G)
    return -trace.imag / np.pi * 2 * t * np.sin(k)


cut = 1e-4
cont_to_F = quad(continuum_density, cut, k_F, args=(V,), limit=200)[0]
cont_all = quad(continuum_density, cut, np.pi - cut, args=(V,),
                limit=200)[0]
near = 1e-8
below_edge, above_edge = lloyd(-2 * t - near, V), lloyd(-2 * t + near, V)
low_step = above_edge - below_edge
high_step = lloyd(2 * t + near, V) - lloyd(2 * t - near, V)
bound_step = lloyd(E_b + 1e-4, V) - lloyd(E_b - 1e-4, V)
# the cuts next to the edges leave out pieces of order 1e-4
assert abs(bound_step - 1) < 1e-6
assert abs(low_step + 0.5) < 1e-3 and abs(high_step + 0.5) < 1e-3
assert abs(cont_all) < 1e-3
assert abs(bound_step + low_step + cont_to_F - lloyd(E_F, V)) < 1e-3
balance = bound_step + low_step + cont_all + high_step
assert abs(balance) < 1e-3

# --- charge on each site from explicit bound and scattering states
nodes, weights = np.polynomial.legendre.leggauss(700)
k_nodes = 0.5 * k_F * (nodes + 1)
k_weights = 0.5 * k_F * weights
M = 400
sites = np.arange(M + 1)


def site_changes(V):
    """Change in occupation of sites 0..M for attractive V, E_F in band."""
    arg = np.outer(sites, k_nodes)
    change = np.cos(arg + phase(k_nodes, V))**2 - np.cos(arg)**2
    continuum = change @ k_weights / np.pi
    depth = np.hypot(2 * t, V)
    q = (depth - abs(V)) / (2 * t)
    return continuum + abs(V) / depth * q**(2.0 * sites)


def window(dn, size):
    return dn[0] + 2 * np.sum(dn[1:size + 1])


dn = site_changes(V)


def vertical(y, m):
    z = E_F + 1j * y
    G = green(z)
    return (G**2 * decay(z)**(2 * m) * V / (1 - V * G)).real / np.pi


for m in (0, 1, 2, 7):
    contour = quad(vertical, 0, np.inf, args=(m,), limit=300)[0]
    assert abs(contour - dn[m]) < 1e-7

delta_F = phase(k_F, V)
far = sites[100:]
tail = np.sin(delta_F) * np.cos(2 * k_F * far + delta_F) / (2 * np.pi * far)
assert np.all(np.abs(dn[100:] - tail) < 1 / far**2)
for size in (100, M):
    bound_on_tail = np.sin(delta_F) / (np.pi * (size + 1) * np.sin(k_F))
    assert abs(window(dn, size) - lloyd(E_F, V)) < bound_on_tail

# --- potential that displaces a prescribed charge, both spins
Z = 0.5
V_screen = -s_F * np.tan(np.pi * Z / 2)
screen_sum = 2 * window(site_changes(V_screen), M)
assert abs(screen_sum - Z) < 2 / (np.pi * M * np.sin(k_F))

# --- printed numbers
print(f"hopping t = {t:.2f} eV; Fermi energy E_F = {E_F:.2f} eV")
print(f"Fermi wave number k_F = {k_F:.6f} rad per site")
print(f"s at E_F = {s_F:.6f} eV")
print(f"Im G(E_F+i0) = {green(E_F + 1e-12j).imag:.6f} 1/eV")
print(f"impurity strengths V = {-V_strong:.2f} and {V_strong:.2f} eV")
print("dN(E) per spin from Lloyd's formula, V negative | V positive:")
for E in (-3.0, -2.2, -1.9, -1.0, 0.0, 1.0, 1.9, 2.2, 3.0):
    print(f"  E = {E:5.2f} eV: {lloyd(E, -V_strong) + 0.0:8.5f} | "
          f"{lloyd(E, V_strong) + 0.0:8.5f}")
print(f"phase shift at E_F, V = {V:.2f} eV: {delta_F:.6f} rad")
print(f"dN(E_F) per spin, V = {V:.2f} eV: {lloyd(E_F, V):.6f}")
print(f"displaced electrons, both spins: {2 * lloyd(E_F, V):.6f}")
print(f"ring length L = {L} sites; smoothing eta = {eta:.2f} eV")
print(f"smoothed dN(E_F): ring {counted_F:.8f}, "
      f"Lloyd {lloyd(E_F, V, eta):.8f}")
print(f"largest count difference, all cases: {worst_count:.1e}")
print(f"largest phase difference, all cases: {worst_phase:.1e} rad")
for strength, (inside, energy, low, high) in edge_report.items():
    print(f"ring, V = {strength:.2f} eV: {inside} levels in band, "
          f"one at {energy:.6f} eV")
    print(f"  end levels off lower, upper edge: {low:.4f}, {high:.4f} "
          "spacings")
print(f"bound state, V = {V:.2f} eV: site-0 weight {bound_weight:.4f}, "
      f"decay {bound_decay:.4f} per site")
print(f"Levinson terms, V = {V:.2f} eV (states per spin):")
print(f"  bound state {bound_step:.3f}")
print(f"  lower edge {low_step:.3f}, upper edge {high_step:.3f}")
print(f"  continuum up to E_F {cont_to_F:.3f}")
print(f"  continuum, whole band {abs(cont_all):.3f} (magnitude)")
print(f"  sum of all terms {abs(balance):.3f} (magnitude)")
print(f"site occupation changes per spin, V = {V:.2f} eV:")
for m in (0, 1, 2, 3):
    print(f"  site {m}: {dn[m]:.6f}")
for size in (10, 100, M):
    print(f"  sum over |m| <= {size}: {window(dn, size):.6f}")
print(f"V that displaces Z = {Z:.2f} electrons: {V_screen:.6f} eV")
print(f"  electrons found in |m| <= {M}, both spins: {screen_sum:.6f}")
print("done: every assertion held")
```

It prints:

```
hopping t = 1.00 eV; Fermi energy E_F = -1.00 eV
Fermi wave number k_F = 1.047198 rad per site
s at E_F = 1.732051 eV
Im G(E_F+i0) = -0.577350 1/eV
impurity strengths V = -1.50 and 1.50 eV
dN(E) per spin from Lloyd's formula, V negative | V positive:
  E = -3.00 eV:  0.00000 | -0.00000
  E = -2.20 eV:  1.00000 | -0.00000
  E = -1.90 eV:  0.37442 | -0.37442
  E = -1.00 eV:  0.22719 | -0.22719
  E =  0.00 eV:  0.20483 | -0.20483
  E =  1.00 eV:  0.22719 | -0.22719
  E =  1.90 eV:  0.37442 | -0.37442
  E =  2.20 eV:  0.00000 | -1.00000
  E =  3.00 eV:  0.00000 | -0.00000
phase shift at E_F, V = -1.50 eV: 0.713724 rad
dN(E_F) per spin, V = -1.50 eV: 0.227186
displaced electrons, both spins: 0.454371
ring length L = 1000 sites; smoothing eta = 0.05 eV
smoothed dN(E_F): ring 0.22934221, Lloyd 0.22934221
largest count difference, all cases: 4.2e-12
largest phase difference, all cases: 1.2e-10 rad
ring, V = -1.50 eV: 999 levels in band, one at -2.500000 eV
  end levels off lower, upper edge: 0.5013, 0.4987 spacings
ring, V = 1.50 eV: 999 levels in band, one at 2.500000 eV
  end levels off lower, upper edge: 0.4987, 0.5013 spacings
ring, V = -0.20 eV: 999 levels in band, one at -2.009975 eV
  end levels off lower, upper edge: 0.5102, 0.4902 spacings
ring, V = 0.20 eV: 999 levels in band, one at 2.009975 eV
  end levels off lower, upper edge: 0.4902, 0.5102 spacings
bound state, V = -1.50 eV: site-0 weight 0.6000, decay 0.5000 per site
Levinson terms, V = -1.50 eV (states per spin):
  bound state 1.000
  lower edge -0.500, upper edge -0.500
  continuum up to E_F -0.273
  continuum, whole band 0.000 (magnitude)
  sum of all terms 0.000 (magnitude)
site occupation changes per spin, V = -1.50 eV:
  site 0: 0.363689
  site 1: -0.083742
  site 2: 0.004027
  site 3: 0.028496
  sum over |m| <= 10: 0.220022
  sum over |m| <= 100: 0.226405
  sum over |m| <= 400: 0.226989
V that displaces Z = 0.50 electrons: -1.732051 eV
  electrons found in |m| <= 400, both spins: 0.499541
done: every assertion held
```
